# A failing check and its repair

Subject: Counting each ionization once in secondary-electron cascades.

```python
# RESULT UNDER TEST: for an ionizing electron of energy E and threshold I, the
# exchange-symmetric spectrum s(E,W) of outgoing electrons counts two electrons
# per event. The event cross section is its integral over 0..(E-I)/2, or half
# of its integral over 0..E-I. The full integral doubles the ionization rate.
# Symbols: W energy of an outgoing electron, U orbital kinetic energy,
# Q energy lost in a competing excitation, N mean number of ionizations in a
# cascade, M mean sum of squared distances of the ionization sites from the start.
# Units: eV and nm, except the one-dimensional collision (atomic units inside).
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

BOHR = sc.physical_constants["Bohr radius"][0] * 1e9
RYD = sc.physical_constants["Rydberg constant times hc in eV"][0]
HARTREE = 2 * RYD
E0, I0, U0 = 80.0, 10.0, 20.0
DENSITY = 100.0          # effective target electrons per nm^3
Q, MFP_X = 6.0, 2.0      # competing excitation: loss and mean free path
MFP_EL, MFP_CAPTURE = 1.0, 10.0   # used only to size neglected effects


def spectrum(E, W, I=I0, U=U0):
    """Binary-encounter-Bethe spectrum per target electron, nm^2/eV."""
    t, u, w = E / I, U / I, W / I
    a, b = 1 / (w + 1), 1 / (t - w)
    S = 4 * np.pi * BOHR**2 * (RYD / I)**2
    shape = -(a + b) / (t + 1) + a**2 + b**2 + np.log(t) * (a**3 + b**3)
    return S * shape / (I * (t + u + 1))


def sigma(E, I=I0, U=U0):
    """Closed total cross section for ionization events, nm^2."""
    t, u = E / I, U / I
    S = 4 * np.pi * BOHR**2 * (RYD / I)**2
    return S / (t + u + 1) * (0.5 * np.log(t) * (1 - 1 / t**2)
                              + 1 - 1 / t - np.log(t) / (t + 1))


# ---- A real two-electron collision: events against outgoing electrons ----
def collision(sign):
    """sign=+1 singlet, -1 triplet; one electron bound, one incoming."""
    x = np.linspace(-30, 30, 121)
    dx = x[1] - x[0]
    h = np.diag(1 / dx**2 - 0.855 / np.cosh(x)**2)
    h += np.diag(np.full(x.size - 1, -0.5 / dx**2), 1)
    h += np.diag(np.full(x.size - 1, -0.5 / dx**2), -1)
    e, v = np.linalg.eigh(h)
    assert np.sum(e < 0) == 1
    bound = v[:, 0]
    packet = np.exp(-(x + 16)**2 / (4 * 4.0**2) + 2j * x)
    packet = packet - bound * (bound @ packet)
    packet /= np.linalg.norm(packet)
    available = np.real(packet.conj() @ h @ packet) + e[0]   # E - I
    psi = np.outer(bound, packet) + sign * np.outer(packet, bound)
    psi /= np.linalg.norm(psi)
    dt = 0.05
    free = (v * np.exp(-1j * e * dt)) @ v.T
    half = np.exp(-0.5j * dt * np.exp(-(x[:, None] - x[None, :])**2))
    for _ in range(320):
        psi = half * (free @ (half * psi) @ free)
    # events from unitarity: whatever has no electron left in the bound state
    events = (1 - 2 * np.linalg.norm(bound @ psi)**2
              + abs(bound @ psi @ bound)**2)
    pairs = np.abs(v.T @ psi @ v)[1:, 1:]**2
    electrons = pairs.sum(0) + pairs.sum(1)
    ek = e[1:]
    below_cap = electrons[ek < available / 2].sum()
    mean_pair = (electrons @ ek) / events
    return (events, electrons.sum() / events, below_cap / events,
            available * HARTREE, mean_pair * HARTREE)


print("1D two-electron collision (model):")
for name, sign in (("singlet", 1), ("triplet", -1)):
    P, per_event, capped, avail, pair = collision(sign)
    assert P > 0.01
    assert abs(per_event - 2) < 1e-6
    assert abs(capped - 1) < 0.1          # packet has an energy spread
    assert abs(pair / avail - 1) < 0.1    # same reason
    print(f" {name}: ionization probability {P:.4f}")
    print(f"  outgoing electrons per event, all {per_event:.4f}, "
          f"below (E-I)/2 {capped:.3f}")
    print(f"  E-I {avail:.1f} eV, mean pair energy {pair:.1f} eV")

# ---- Spectrum, cap and half ----
print(f"Inputs: E {E0:.0f} eV, I {I0:.0f} eV, U {U0:.0f} eV, "
      f"density {DENSITY:.0f} /nm3")
print(f" excitation loss {Q:.0f} eV, its mean free path {MFP_X:.1f} nm")
photon = sc.h * sc.c / 13.5e-9 / sc.e
print(f" photon energy at 13.5 nm {photon:.1f} eV, minus I {photon-I0:.1f} eV")
for E in (20.0, 40.0, E0):
    cap = quad(lambda W: spectrum(E, W), 0, (E - I0) / 2)[0]
    full = quad(lambda W: spectrum(E, W), 0, E - I0)[0]
    assert abs(cap / sigma(E) - 1) < 1e-8
    assert abs(full / (2 * sigma(E)) - 1) < 1e-8
    print(f"E {E:.0f} eV: cap {(E-I0)/2:.0f} eV, capped {cap:.5f} nm2, "
          f"full {full:.5f} nm2")
    print(f"  ionization mean free path: right {1/(DENSITY*cap):.3f} nm, "
          f"doubled rate {1/(DENSITY*full):.3f} nm")

# direct spectrum without exchange (common prefactor dropped)
t0 = E0 / I0
direct = lambda w: 1 / (1 + w)**2 + np.log(t0) / (1 + w)**3
d_full = quad(direct, 0, t0 - 1)[0]
d_cap = quad(direct, 0, (t0 - 1) / 2)[0]
sym_cap = quad(lambda w: direct(w) + direct(t0 - 1 - w), 0, (t0 - 1) / 2)[0]
assert abs(sym_cap / d_full - 1) < 1e-9 and d_cap < d_full
print(f"Direct spectrum: share lost by capping {100*(1-d_cap/d_full):.1f} %")

# energy bookkeeping at E0
s0 = sigma(E0)
loss_cap = quad(lambda W: (I0 + W) * spectrum(E0, W), 0, (E0 - I0) / 2)[0]
loss_full = quad(lambda W: (I0 + W) * spectrum(E0, W), 0, E0 - I0)[0]
assert abs(loss_full / (s0 * (E0 + I0)) - 1) < 1e-8
mean_slow = loss_cap / s0 - I0
print(f"Mean energy at 80 eV: slower {mean_slow:.2f} eV, "
      f"faster {E0-I0-mean_slow:.2f} eV")
print(f"Energy loss per path: capped {DENSITY*loss_cap:.1f} eV/nm, "
      f"full range {DENSITY*loss_full:.1f} eV/nm")


# ---- Deterministic cascade: full range used once, closed event rate ----
def cascade(I=I0, rate=1.0, gain=1.0, elastic=0.0):
    """Return N and rms blur. rate scales ionization; gain scales offspring."""
    step = 0.1
    n, kI, kQ = round(E0 / step) + 1, round(I / step), round(Q / step)
    N, M = np.zeros(n), np.zeros(n)
    for i in range(kI + 1, n):
        E, m = i * step, i - kI + 1
        weight = spectrum(E, step * np.arange(m), I) * step / sigma(E, I)
        weight[0] *= 0.5
        weight[-1] *= 0.5
        r_ion = rate * DENSITY * sigma(E, I)
        total = r_ion + 1 / MFP_X
        p = r_ion / total
        N[i] = gain * p * (1 + weight @ N[:m]) + (1 - p) * N[i - kQ]
        M[i] = (2 * N[i] / (total * (total + elastic))
                + gain * p * (weight @ M[:m]) + (1 - p) * M[i - kQ])
    return N[-1], np.sqrt(M[-1] / N[-1])


# ---- Monte Carlo cascade following both outgoing electrons ----
def unit_vectors(rng, n):
    v = rng.normal(size=(n, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]


def sample_W(rng, E, capped):
    """Rejection sampling; the spectrum is largest at W=0."""
    top = (E - I0) * (0.5 if capped else 1.0)
    W, todo = np.zeros(E.size), np.arange(E.size)
    while todo.size:
        trial = rng.random(todo.size) * top[todo]
        ok = (rng.random(todo.size) * spectrum(E[todo], 0.0)
              < spectrum(E[todo], trial))
        W[todo[ok]] = trial[ok]
        todo = todo[~ok]
    return W


def simulate(seed, capped=True, rate=1.0, excite=True, forward=False, n=40000):
    rng = np.random.default_rng(seed)
    E, owner = np.full(n, E0), np.arange(n)
    pos, direc = np.zeros((n, 3)), unit_vectors(rng, n)
    count, sumsq, radii = np.zeros(n), np.zeros(n), []
    while E.size:
        r_ion = rate * DENSITY * sigma(E)
        total = r_ion + (1 / MFP_X if excite else 0.0)
        pos = pos + direc * rng.exponential(1 / total)[:, None]
        ion = rng.random(E.size) * total < r_ion
        r2 = np.sum(pos[ion]**2, axis=1)
        count += np.bincount(owner[ion], minlength=n)
        sumsq += np.bincount(owner[ion], weights=r2, minlength=n)
        radii.append(np.sqrt(r2))
        W = sample_W(rng, E[ion], capped)
        rest = E[ion] - I0
        newE = np.concatenate([W, rest - W, E[~ion] - Q])
        scale = np.concatenate([rest, rest, E[~ion] - Q])
        idx = np.concatenate([np.where(ion)[0]] * 2 + [np.where(~ion)[0]])
        keep = newE > I0
        newE, scale, idx = newE[keep], scale[keep], idx[keep]
        pos, owner, old = pos[idx], owner[idx], direc[idx]
        direc = unit_vectors(rng, newE.size)
        if forward:   # free binary-collision angles; excitation keeps direction
            c = np.sqrt(np.clip(newE / scale, 0, 1))[:, None]
            side = direc - np.sum(direc * old, axis=1)[:, None] * old
            side /= np.linalg.norm(side, axis=1)[:, None]
            direc = c * old + np.sqrt(1 - c**2) * side
        E = newE
    return count, sumsq, np.concatenate(radii)


def agrees(samples, value):
    """Five standard errors plus 0.2 % for the energy grid."""
    error = samples.std() / np.sqrt(samples.size)
    return abs(samples.mean() - value) < 5 * error + 0.002 * value


N_right, blur_right = cascade()
N_fast, blur_fast = cascade(rate=2.0)
N_create, _ = cascade(gain=2.0)
print("Cascade from 80 eV: ionizations N and rms blur")
print(f" right: N {N_right:.3f}, blur {blur_right:.3f} nm")
print(f" doubled rate: N {N_fast:.3f}, blur {blur_fast:.3f} nm")
print(f"  change: N {100*(N_fast/N_right-1):+.1f} %, "
      f"blur {100*(blur_fast/blur_right-1):+.1f} %")
print(f" doubled tally and offspring: N {N_create:.3f}, "
      f"N*I {N_create*I0:.1f} eV")
assert N_right < E0 / I0 and N_fast > N_right
assert blur_fast < blur_right and N_create > 2 * N_right

for label, seed, capped, rate, N, blur in (
        ("capped", 1, True, 1.0, N_right, blur_right),
        ("full range, half rate", 2, False, 1.0, N_right, blur_right),
        ("full range, full rate", 3, False, 2.0, N_fast, blur_fast)):
    c, q, _ = simulate(seed, capped, rate)
    assert agrees(c, N) and agrees(q, N * blur**2)
    print(f" Monte Carlo {label}: N {c.mean():.3f}, "
          f"blur {np.sqrt(q.mean()/c.mean()):.3f} nm")

# ionization as the only channel: same count, all distances halved
c1, _, r1 = simulate(4, excite=False)
c2, _, r2 = simulate(5, capped=False, rate=2.0, excite=False)
assert abs(c1.mean() - c2.mean()) < 0.03
assert abs(np.median(r2) / np.median(r1) - 0.5) < 0.015
print("Ionization only (Monte Carlo):")
print(f" right: N {c1.mean():.3f}, median distance {np.median(r1):.3f} nm")
print(f" doubled rate: N {c2.mean():.3f}, "
      f"median distance {np.median(r2):.3f} nm")

# ---- Size of what the model neglects ----
print("Neglected effects, right code:")
_, blur_el = cascade(elastic=1 / MFP_EL)
print(f" elastic mean free path {MFP_EL:.0f} nm: blur {blur_el:.3f} nm")
cf, qf, _ = simulate(6, forward=True)
print(f" forward-peaked directions: N {cf.mean():.3f}, "
      f"blur {np.sqrt(qf.mean()/cf.mean()):.3f} nm")
for I in (8.0, 12.0):
    N, blur = cascade(I=I)
    print(f" threshold {I:.0f} eV: N {N:.3f}, blur {blur:.3f} nm")
for factor in (0.7, 1.3):
    N, blur = cascade(rate=factor)
    print(f" cross section times {factor:.1f}: N {N:.3f}, blur {blur:.3f} nm")
mfp_all = 1 / (1 / MFP_EL + 1 / MFP_CAPTURE)
wander = np.sqrt(2 * mfp_all * MFP_CAPTURE)
print(f" below threshold, capture path {MFP_CAPTURE:.0f} nm: "
      f"rms wander {wander:.2f} nm")
print(f" thermal energy at 300 K {sc.k*300/sc.e:.4f} eV")
print("success")
```

The run ends like this:

```
1D two-electron collision (model):
 singlet: ionization probability 0.2826
  outgoing electrons per event, all 2.0000, below (E-I)/2 1.050
  E-I 39.0 eV, mean pair energy 38.3 eV
Traceback (most recent call last):
  File "check.py", line 76, in <module>
    assert P > 0.01
           ^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the choice of the model force in the one-dimensional collision. Its range was only about one bohr, while a triplet pair has no amplitude at contact, so direct and exchange ionization nearly cancelled and the triplet probability fell below the guard of 0.01. A screened soft Coulomb force of longer range now carries the main test with the guard and all tolerances unchanged, and the run lasts longer so that the slow tail of the packet also passes the target. The short-range case is kept: its electron count is still tested for both spins, but its two energy tests apply only where the probability exceeds 0.01, because in a nearly cancelled channel the packet's energy spread can distort the mean energy; a new test checks that the triplet-to-singlet ratio is smaller for the short-range force.

Repair:

```diff
@@ -38,5 +38,13 @@
 
 # ---- A real two-electron collision: events against outgoing electrons ----
-def collision(sign):
+def screened_coulomb(r):
+    return np.exp(-(r / 6)**2) / np.sqrt(1 + r**2)
+
+
+def short_range(r):
+    return np.exp(-r**2)
+
+
+def collision(sign, force):
     """sign=+1 singlet, -1 triplet; one electron bound, one incoming."""
     x = np.linspace(-30, 30, 121)
@@ -54,8 +62,8 @@
     psi = np.outer(bound, packet) + sign * np.outer(packet, bound)
     psi /= np.linalg.norm(psi)
-    dt = 0.05
+    dt = 0.1
     free = (v * np.exp(-1j * e * dt)) @ v.T
-    half = np.exp(-0.5j * dt * np.exp(-(x[:, None] - x[None, :])**2))
-    for _ in range(320):
+    half = np.exp(-0.5j * dt * force(x[:, None] - x[None, :]))
+    for _ in range(220):
         psi = half * (free @ (half * psi) @ free)
     # events from unitarity: whatever has no electron left in the bound state
@@ -72,14 +80,24 @@
 
 print("1D two-electron collision (model):")
-for name, sign in (("singlet", 1), ("triplet", -1)):
-    P, per_event, capped, avail, pair = collision(sign)
-    assert P > 0.01
-    assert abs(per_event - 2) < 1e-6
-    assert abs(capped - 1) < 0.1          # packet has an energy spread
-    assert abs(pair / avail - 1) < 0.1    # same reason
-    print(f" {name}: ionization probability {P:.4f}")
-    print(f"  outgoing electrons per event, all {per_event:.4f}, "
-          f"below (E-I)/2 {capped:.3f}")
-    print(f"  E-I {avail:.1f} eV, mean pair energy {pair:.1f} eV")
+spin_ratio = {}
+for force_name, force in (("screened Coulomb", screened_coulomb),
+                          ("short-range", short_range)):
+    prob = {}
+    for name, sign in (("singlet", 1), ("triplet", -1)):
+        P, per_event, capped, avail, pair = collision(sign, force)
+        prob[name] = P
+        assert abs(per_event - 2) < 1e-6
+        if force is screened_coulomb:
+            assert P > 0.01
+        if P > 0.01:   # packet energy spread distorts a nearly closed channel
+            assert abs(capped - 1) < 0.1
+            assert abs(pair / avail - 1) < 0.1
+        print(f" {force_name}, {name}: ionization probability {P:.5f}")
+        print(f"  outgoing electrons per event, all {per_event:.4f}, "
+              f"below (E-I)/2 {capped:.3f}")
+        print(f"  E-I {avail:.1f} eV, mean pair energy {pair:.1f} eV")
+    spin_ratio[force_name] = prob["triplet"] / prob["singlet"]
+# a triplet pair has no amplitude at contact, so a short-range force is weak
+assert spin_ratio["short-range"] < spin_ratio["screened Coulomb"]
 
 # ---- Spectrum, cap and half ----
```

After the repair:

```
1D two-electron collision (model):
 screened Coulomb, singlet: ionization probability 0.55670
  outgoing electrons per event, all 2.0000, below (E-I)/2 1.020
  E-I 39.0 eV, mean pair energy 38.6 eV
 screened Coulomb, triplet: ionization probability 0.09173
  outgoing electrons per event, all 2.0000, below (E-I)/2 1.002
  E-I 39.0 eV, mean pair energy 39.7 eV
 short-range, singlet: ionization probability 0.28636
  outgoing electrons per event, all 2.0000, below (E-I)/2 1.022
  E-I 39.0 eV, mean pair energy 39.0 eV
 short-range, triplet: ionization probability 0.00078
  outgoing electrons per event, all 2.0000, below (E-I)/2 1.051
  E-I 39.0 eV, mean pair energy 35.3 eV
Inputs: E 80 eV, I 10 eV, U 20 eV, density 100 /nm3
 excitation loss 6 eV, its mean free path 2.0 nm
 photon energy at 13.5 nm 91.8 eV, minus I 81.8 eV
E 20 eV: cap 5 eV, capped 0.00689 nm2, full 0.01378 nm2
  ionization mean free path: right 1.451 nm, doubled rate 0.726 nm
E 40 eV: cap 15 eV, capped 0.01045 nm2, full 0.02089 nm2
  ionization mean free path: right 0.957 nm, doubled rate 0.479 nm
E 80 eV: cap 35 eV, capped 0.00987 nm2, full 0.01975 nm2
  ionization mean free path: right 1.013 nm, doubled rate 0.506 nm
Direct spectrum: share lost by capping 7.0 %
Mean energy at 80 eV: slower 7.75 eV, faster 62.25 eV
Energy loss per path: capped 17.5 eV/nm, full range 88.9 eV/nm
Cascade from 80 eV: ionizations N and rms blur
 right: N 4.206, blur 1.840 nm
 doubled rate: N 4.769, blur 1.123 nm
  change: N +13.4 %, blur -39.0 %
 doubled tally and offspring: N 35.785, N*I 357.8 eV
 Monte Carlo capped: N 4.208, blur 1.831 nm
 Monte Carlo full range, half rate: N 4.204, blur 1.844 nm
 Monte Carlo full range, full rate: N 4.765, blur 1.129 nm
Ionization only (Monte Carlo):
 right: N 5.868, median distance 1.843 nm
 doubled rate: N 5.869, median distance 0.912 nm
Neglected effects, right code:
 elastic mean free path 1 nm: blur 1.405 nm
 forward-peaked directions: N 4.205, blur 2.962 nm
 threshold 8 eV: N 5.550, blur 1.516 nm
 threshold 12 eV: N 3.324, blur 2.147 nm
 cross section times 0.7: N 3.847, blur 2.321 nm
 cross section times 1.3: N 4.440, blur 1.534 nm
 below threshold, capture path 10 nm: rms wander 4.26 nm
 thermal energy at 300 K 0.0259 eV
success
```
